\section*{Why Knudsen Diffusion Overestimates Wall Flux at a Reactive Hole Mouth}

\section{A nine per cent loss from a one per cent reaction}

A hole 100 nm wide and 10 $\mu$m deep is exposed to a precursor gas at the start of an atomic-layer-deposition pulse. A molecule striking the wall reacts with probability 0.01. At the very edge of the hole, the wall nevertheless receives only 0.909 of the flux that the gas sends through the mouth. One-dimensional Knudsen diffusion, with the outside gas density imposed at the mouth, gives 1 there. A reaction that removes one molecule in a hundred impacts has lowered the flux by nine parts in a hundred.

Direct illumination of the wall by the gas does fall steeply, over about one hole diameter. That alone does not explain the loss: without reaction the illumination falls just as steeply, yet the wall flux is uniform. The error of the diffusion model needs both the finite length of free flights and a net flow of gas into the hole, which here is driven by consumption at the wall.

The model is a straight cylinder of diameter $d$, with depth $x$ measured in diameters. Molecules fly from wall to wall without gas collisions and leave the wall by the cosine law. The outside gas is isotropic and undisturbed, and sends a flux $J_0$ per unit area through the mouth. The reaction probability $s$ is uniform, which restricts the model to small coverage. The flux striking the wall is $J_0\phi(x)$. Transport is steady, and the hole is treated as endless unless a bottom is mentioned.

\section{What the wall sees}

Let $T(x)$ be the probability that an entering molecule passes depth $x$ before touching the wall. It follows from a sphere drawn through the rims of the two cross-sections at depths 0 and $x$. With $\rho=\sqrt{x^2+1}$, the sphere has diameter $\rho$. Each cross-section cuts off an outer cap of height $(\rho-x)/2$ and area
\begin{equation}
A_{\rm c}=\pi\rho\,\frac{\rho-x}{2}.
\end{equation}
A chord of length $r$ makes the same angle $\theta$ with the normal at both ends, with $\cos\theta=r/\rho$. Diffuse exchange between two surface elements therefore has the weight $\cos^2\theta/(\pi r^2)=1/(\pi\rho^2)$, the same for all pairs. Straight paths through both cross-sections are the paths joining the two caps, so dividing by the mouth area $\pi/4$ gives
\begin{equation}
T(x)=\frac{A_{\rm c}^2/(\pi\rho^2)}{\pi/4}=(\rho-x)^2=\frac{1}{(\rho+x)^2}.
\end{equation}
The last form uses $(\rho-x)(\rho+x)=1$.

Molecules lost from this free beam between $x$ and $x+dx$ strike a wall ring of area $\pi\,dx$. If $J_0F(x)$ is the direct flux on the ring, then $\pi F\,dx=-(\pi/4)T'\,dx$. Since $\rho'=x/\rho$,
\begin{equation}
F=-\frac{T'}{4}=\frac{(\rho-x)^2}{2\rho}=\frac{2x^2+1}{2\rho}-x .
\end{equation}
Thus $F(0)=0.5$ and $F(1)=0.061$. Because $T(1)=0.172$, about 83\% of entering molecules make their first wall contact within one diameter. A three-dimensional particle calculation gives the same fraction.

Let $K(x-y)\,dy$ be the contribution to the flux at $x$ from unit diffuse emission by the wall between $y$ and $y+dy$. In an endless tube whose wall emits uniformly, the flux through any cross-section is isotropic, as it is at the mouth. The wall lying more than a distance $u$ away on one side therefore contributes $F(u)$. Hence $\int_u^\infty K(v)\,dv=F(u)$, and for $u>0$
\begin{align}
K(u)&=-F'(u)
=1-\frac{2u}{\sqrt{u^2+1}}+\frac{u(2u^2+1)}{2(u^2+1)^{3/2}}\nonumber\\
&=1-\frac{u(u^2+3/2)}{(u^2+1)^{3/2}} .
\end{align}
Exchange is reciprocal, so $K(-u)=K(u)$, and the integral over both sides is $2F(0)=1$.

A fraction $c=1-s$ of impacts is re-emitted. The ballistic balance is
\begin{equation}
\phi(x)=F(x)+c\int_0^\infty K(x-y)\phi(y)\,dy. \label{eq:balance}
\end{equation}
The relation $F(x)=\int_{-\infty}^0K(x-y)\,dy$ lets the outside gas be replaced by an imaginary continuation of the wall above the mouth, emitting $J_0$ everywhere.

For $s=0$, $\phi=1$ solves the balance, because
\begin{equation}
\int_0^\infty K(x-y)\,dy=1-F(x). \label{eq:inside}
\end{equation}
Where direct illumination is missing, re-emission supplies precisely the missing part. The same holds in a closed hole, whose bottom then also emits $J_0$. In the particle calculation for a closed hole three diameters deep, the binned wall flux lies between 0.998 and 1.006, within sampling noise of 1.

\section{Where diffusion comes from, and where it stops}

Far from the mouth, and for $\phi$ varying slowly over a diameter, $\phi(y)$ can be expanded about $x$. The linear term cancels by symmetry. The second moment of the kernel follows from two integrations by parts, whose boundary terms vanish, and the substitution $x=\sinh t$, for which $T=e^{-2t}$:
\begin{align}
\int_{-\infty}^{\infty}u^2K\,du
&=4\int_0^\infty uF\,du=-\int_0^\infty uT'\,du=\int_0^\infty T\,du\nonumber\\
&=\int_0^\infty e^{-2t}\cosh t\,dt=\frac12\left(1+\frac13\right)=\frac23 .
\end{align}
With $F$ neglected, the balance becomes $\phi=c(\phi+\phi''/3)$, or $\phi''=3s\phi/(1-s)$. The expansion cannot be carried further, because $K$ falls only as $u^{-4}$ and its fourth moment diverges; the true profile is not a single exponential. To leading order in small $s$,
\begin{equation}
\phi''=3s\,\phi. \label{eq:diff}
\end{equation}

This is the Knudsen diffusion equation. With mean speed $\bar v$, density $n$, diffusivity $D=d\bar v/3$ and wall flux $n\bar v/4=J_0\phi$, the axial flux is
\begin{equation}
q=-\frac{D}{d}\frac{dn}{dx}=-\frac43J_0\phi'. \label{eq:q}
\end{equation}
The flow through the cross-section, $(\pi d^2/4)q$, decreases per unit $x$ by the wall loss $\pi d^2sJ_0\phi$. This gives $(\pi d^2/3)\phi''=\pi d^2s\phi$, which is equation~(\ref{eq:diff}). Imposing the outside density at the mouth selects
\begin{equation}
\phi_{\rm D}(x)=e^{-\sqrt{3s}\,x}.
\end{equation}

At the mouth the expansion has lost its basis. A wall element there receives half of its weight from outside, where the emission is 1, and half from the wall inside, where it is less than 1. Its flux must lie below 1. Setting it to 1 contradicts the balance whenever $s>0$.

\section{The mouth value without approximation}

The size of the drop can be found without solving for the whole profile. Define $\psi=1-c\phi$, the amount by which wall emission falls short of $J_0$, in units of $J_0$. Inserting $c\phi=1-\psi$ into equation~(\ref{eq:balance}) and using equation~(\ref{eq:inside}),
\begin{align}
\psi(x)&=1-cF(x)-c\int_0^\infty K(x-y)[1-\psi(y)]\,dy\nonumber\\
&=1-cF-c(1-F)+c\int_0^\infty K(x-y)\psi(y)\,dy\nonumber\\
&=s+c\int_0^\infty K(x-y)\psi(y)\,dy. \label{eq:psi}
\end{align}
Take $0<s<1$. Iterating equation~(\ref{eq:balance}) gives a sum over the number of re-emissions. The $n$th term is bounded by $c^n$ and vanishes at great depth. Therefore $\phi(\infty)=0$ and $\psi(\infty)=1$.

Next differentiate equation~(\ref{eq:psi}). Since $\partial_xK(x-y)=-\partial_yK(x-y)$, integration by parts in $y$ yields
\begin{equation}
\psi'(x)=cK(x)\psi(0)+c\int_0^\infty K(x-y)\psi'(y)\,dy. \label{eq:dpsi}
\end{equation}
The source $K(x)$ is integrable and each re-emission carries a factor $c<1$, so $\psi'$ is integrable too. Multiply by $\psi(x)$ and integrate over $x$. Two integrals on the right are supplied by equation~(\ref{eq:psi}), both with the help of the symmetry of $K$:
\begin{align}
c\int_0^\infty K(x)\psi(x)\,dx&=\psi(0)-s,\\
c\int_0^\infty K(x-y)\psi(x)\,dx&=\psi(y)-s.
\end{align}
The result is
\begin{equation}
\int_0^\infty\psi\psi'\,dx=\psi(0)[\psi(0)-s]
+\int_0^\infty[\psi(y)-s]\psi'(y)\,dy .
\end{equation}
The integrals of $\psi\psi'$ cancel, and $\int_0^\infty\psi'\,dy=1-\psi(0)$. What remains is
\begin{equation}
0=\psi(0)^2-s\psi(0)-s[1-\psi(0)]=\psi(0)^2-s .
\end{equation}
As $\psi\geq s>0$, the positive root applies, and
\begin{equation}
\boxed{\phi(0)=\frac{1-\sqrt s}{1-s}=\frac1{1+\sqrt s}.}
\end{equation}
For $s=1$ nothing is re-emitted and $\phi(0)=F(0)=1/2$, in agreement. As $s\to0$ the drop vanishes, but only as $\sqrt s$. The imposed-density value is too high by the factor $1+\sqrt s$, relative to the ballistic value.

For the opening example, $\sqrt{0.01}=0.1$ and $\phi(0)=1/1.1=0.909$. The balance at $x=0$ shows where the loss arises. Direct gas supplies 0.500, so re-emission from inside supplies 0.409. Since the inside half of the kernel has weight $1/2$, the mean $\phi$ of the wall it samples is $2\times0.409/0.99=0.826$. Reaction on those last impacts removes only $0.01\times0.826/2=0.004$ of the flux at the mouth. The other 0.087 is missing because the wall inside is itself less strongly struck. Many successive impacts have established that gradient, and one free flight carries it to the edge.

The diameter sets the width of the illuminated region but not the mouth value. Of the kernel, the proof used only that it is non-negative, symmetric and normalized, and that it depends on $x-y$ alone. A slit of unit width makes the point. The cosine law, projected onto the plane across the slit, gives the density $\frac12\cos\alpha$ for the emission angle $\alpha$. With $u=\tan\alpha$, the kernel from one wall to the other is
\begin{equation}
K_{\rm slit}(u)=\frac{1}{2(1+u^2)^{3/2}} .
\end{equation}
Both walls carry the same $\phi$, so the balance has the same form. Here $u^2K_{\rm slit}\sim1/(2|u|)$, and the second moment diverges logarithmically: an endless slit has no constant Knudsen diffusivity of the kind found above. Its mouth value is still $1/(1+\sqrt s)$. Numerical solutions for cylinder and slit pass this test at four values of $s$ from 0.001 to 0.5.

\section{The error does not stay at the mouth}

For $s=0.01$ the diffusion decay length is $1/\sqrt{0.03}=5.8$ diameters, or 577 nm. The computed fluxes are as follows; the last column belongs to a modified boundary condition derived below.

\begin{center}
\begin{tabular}{cccc}
$x$ & ballistic & imposed density & half-flux\\
0 & 0.909 & 1.000 & 0.896\\
1 & 0.741 & 0.841 & 0.754\\
5 & 0.354 & 0.421 & 0.377\\
10 & 0.147 & 0.177 & 0.159
\end{tabular}
\end{center}

Relative to the ballistic flux, the imposed-density result is 10\% high at the mouth, 19\% high at five diameters and 21\% high at ten. Equation~(\ref{eq:diff}) is linear, so the boundary value multiplies the entire diffusion profile. Yet replacing 1 by the correct mouth value 0.909 would remove only about half of the error at depth: at five diameters the result would still be 8\% high. The ballistic flux also falls faster than the diffusion exponential just inside the mouth. Resolving the first diameter more finely with the same equation and boundary value would not remove this error.

The total uptake inherits it. The reaction rate on the wall, divided by the rate of entry $J_0\pi d^2/4$, is the probability that an entering molecule reacts:
\begin{equation}
P=\frac{\int_0^\infty sJ_0\phi\,\pi d^2\,dx}{J_0\pi d^2/4}
=4s\int_0^\infty\phi\,dx .
\end{equation}
The imposed-density profile gives $P_{\rm D}=4s/\sqrt{3s}=4\sqrt{s/3}$. This exceeds one for $s>3/16$, which no probability can do. At $s=0.01$ it gives 0.231, against 0.198 from the integral equation and from the particle calculation.

Much of the error can be removed within diffusion by imposing the incoming half of the flux instead of the density. Let $J_+$ and $J_-$ be the inward and outward fluxes through a cross-section. For a nearly isotropic gas their mean is $J_0\phi$, while their difference is the net flux of equation~(\ref{eq:q}):
\begin{equation}
J_++J_-=2J_0\phi,\qquad J_+-J_-=-\frac43J_0\phi'.
\end{equation}
Half the sum of these equations is $J_+=J_0(\phi-\frac23\phi')$. At the mouth $J_+=J_0$, so
\begin{equation}
\phi(0)-\frac23\phi'(0)=1 .
\end{equation}
Inserting $\phi=Ae^{-\sqrt{3s}x}$ gives $A(1+\frac23\sqrt{3s})=1$, hence
\begin{equation}
\phi_{\rm H}(x)=\frac{e^{-\sqrt{3s}\,x}}{1+2\sqrt{s/3}},\qquad
P_{\rm H}=\frac{4\sqrt{s/3}}{1+2\sqrt{s/3}} .
\end{equation}
The coefficient of $\sqrt s$ in the denominator is 1.15, where the ballistic mouth value has 1. This condition is a closure: it assumes near isotropy, although for $s=0.01$ the outward flux at the mouth is only $1-P=0.80$ of the inward flux.

\begin{center}
\begin{tabular}{cccc}
$s$ & $P$ ballistic & $P_{\rm D}$ & $P_{\rm H}$\\
0.001 & 0.069 & 0.073 & 0.070\\
0.01 & 0.198 & 0.231 & 0.207\\
0.1 & 0.500 & 0.730 & 0.535\\
0.5 & 0.837 & 1.633 & 0.899
\end{tabular}
\end{center}

For $s=0.01$ the uptake error falls from 17\% to 5\% of the ballistic value. The mean absolute error of $\phi$ over the first five diameters falls from 0.088 to 0.020.

\section{A second failure, far below the mouth}

An exponential cannot describe the deepest part of an endless hole, because direct flight decays only algebraically. For large $x$, $\rho+x\to2x$, so $F\to1/(8x^3)$ and $K=-F'\to3/(8x^4)$. Once $\phi$ has become a slowly varying power law, re-emission near $x$ returns $c\phi(x)$, and the strongly struck region near the mouth adds $cK(x)\int_0^\infty\phi\,dy$. The balance reads
\begin{equation}
s\phi(x)\simeq F(x)+cK(x)\int_0^\infty\phi\,dy .
\end{equation}
The second term is smaller than the first by a factor of order $1/x$, so $\phi\to F/s\simeq1/(8sx^3)$. For $s=0.1$ the computed ratio $s\phi/F$ is 1.098, 1.041 and 1.019 at $x=50$, 100 and 200, approaching 1 from above. The correction term written above gives 1.068, 1.034 and 1.017; the remainder is of higher order in $1/x$.

For $s=0.01$ the crossover lies between 20 and 50 diameters. At $x=50$ the ballistic flux is about $3.3\times10^{-4}$, twice the imposed-density result of $1.7\times10^{-4}$. At $x=80$ the factor is about 36. Values this deep shift by about 1\% when the grid is refined. The pure power law is not yet reached here: $s\phi/F$ is still 3.3 at $x=50$ and 1.4 at $x=80$. Diffusion overestimates the flux near the mouth and underestimates it here. The fluxes are then so small that total uptake hardly notices, but an estimate of the first deposit deep in the hole would. In the short pulse of the next section that deposit is less than one molecule per diameter of depth at $x=50$, and less than a tenth of one at $x=80$.

\section{Reading the example as a deposition pulse}

The precursor has molar mass 300 g/mol, pressure 10 Pa and temperature 500 K. For a collision diameter of 0.7 nm the mean free path is 317 $\mu$m, over three thousand hole diameters and thirty hole depths, so gas collisions inside the hole can be neglected. This holds for the precursor alone. A nitrogen carrier gas at 100 to 1000 Pa would shorten the path to roughly 20 to 2 $\mu$m, comparable with the depth, and the long flights behind the deep tail would no longer be free. The mean speed of 188 m/s gives
\begin{equation}
D=\frac{(1.00\times10^{-7}\,{\rm m})(188\,{\rm m/s})}{3}
=6.3\times10^{-6}\,{\rm m^2/s}.
\end{equation}
The filling time, estimated as depth squared over $D$, is 16 $\mu$s. A pulse of 0.1 ms is several times longer, which supports the use of steady transport provided that unreacted molecules leave the wall at once. A residence time $\tau$ per impact stretches the estimate by $1+\tau\bar v/d$, with $d/\bar v=0.5$ ns; for $\tau=10$ ns it becomes about 0.3 ms, and the deep part of the hole need not be steady within the pulse.

The mouth flux $J_0=p/\sqrt{2\pi mkT}$, with $m$ the molecular mass, is $6.80\times10^4$ nm$^{-2}$ s$^{-1}$. With 5 sites per nm$^2$ and one site filled per reaction, imposed-density diffusion predicts a mouth coverage after 0.1 ms of
\begin{equation}
\frac{0.01\times6.80\times10^4\times10^{-4}}{5}=0.0136 .
\end{equation}
The ballistic value is $0.909\times0.0136=0.0124$. A molecule 0.7 nm wide covers the area of about two sites, and the area it closes to the centre of a further molecule is four times larger still, so up to a tenth of the wall at the mouth may be blocked. Lowering $s$ by that fraction at the mouth, and in proportion to $\phi$ below it, moves the mouth value only from 0.909 to 0.912, so a uniform $s$ remains a fair description. In a much longer pulse, filled sites would make the reaction probability depend on depth, and the proof of the mouth value would no longer apply.

The real hole has a bottom at 100 diameters, whereas the tabulated profiles belong to an endless one. The particle calculation includes a bottom with the same $s$. It agrees with the endless solution within sampling noise in three wall bins down to 5.5 diameters, and in the total uptake. Close to the bottom the endless profile does not apply: the bottom stops the direct beam and re-emits most of it, which raises the flux on the wall nearby, by about 10\% at $x=80$ and almost a factor of two at $x=90$. A hole only about one decay length deep, here 577 nm, would need its bottom in the balance, and its mouth value would then depend noticeably on depth as well as on $s$. The numerical output lists the remaining values.

\section*{Computed results}
\begin{verbatim}
second moment of K: 0.666667 diameter^2
x=0.0: direct F=0.5000, free pass=1.0000
x=0.5: direct F=0.1708, free pass=0.3820
x=1.0: direct F=0.0607, free pass=0.1716
x=2.0: direct F=0.0125, free pass=0.0557
particles, first wall hit within x<1: 0.8269
mouth flux/J0: s, cylinder, slit, 1/(1+sqrt(s))
  0.001  0.96936  0.96936  0.96935
  0.010  0.90910  0.90909  0.90909
  0.100  0.75976  0.75975  0.75975
  0.500  0.58579  0.58579  0.58579
uptake P: s, ballistic, fixed-density diff., half-flux diff.
  0.001  0.0690  0.0730  0.0705
  0.010  0.1980  0.2309  0.2070
  0.100  0.5004  0.7303  0.5350
  0.500  0.8369  1.6330  0.8990
s=0, closed hole of depth 3: wall flux/J0 from 0.998 to 1.006
example: d=100 nm, depth=10 um, s=0.01, p=10 Pa, T=500 K
molar mass 300 g/mol, collision diameter 0.7 nm, sites 5 nm^-2
mean free path: 317.1 um
mean speed: 187.9 m/s
Knudsen diffusivity: 6.262e-06 m^2/s
filling time depth^2/D: 16.0 us
J0: 6.803e+04 nm^-2 s^-1
diffusion decay length: 5.774 diameters = 577 nm
flux/J0: x, ballistic, fixed-density diff., half-flux diff.
    0.0  9.0910e-01  1.0000e+00  8.9648e-01
    0.5  8.1957e-01  9.1704e-01  8.2211e-01
    1.0  7.4098e-01  8.4097e-01  7.5391e-01
    2.0  6.1154e-01  7.0722e-01  6.3401e-01
    3.0  5.0793e-01  5.9475e-01  5.3318e-01
    5.0  3.5357e-01  4.2062e-01  3.7708e-01
   10.0  1.4662e-01  1.7692e-01  1.5861e-01
   20.0  2.6830e-02  3.1301e-02  2.8061e-02
   50.0  3.3735e-04  1.7334e-04  1.5540e-04
   80.0  3.5117e-05  9.5993e-07  8.6056e-07
mean error for x<5: fixed 0.0880, half-flux 0.0198
particles: bin start, bin end, flux/J0, integral equation
  0.00  0.25  0.8843  0.8861
  1.00  1.25  0.7254  0.7231
  5.00  5.50  0.3371  0.3382
particles, uptake P: 0.1979
mouth coverage after 0.1 ms: ballistic 1.237 %, diffusion 1.361 %
s=0.1, phi*s/F at x=50, 100, 200: 1.0978, 1.0407, 1.0186
\end{verbatim}
